# Third-order force constants of a chain with nearest-neighbour cubic bonds: test program

```python
"""
Result under test: a monatomic chain with nearest-neighbour bonds
phi(s) = k s^2/2 + g s^3/6 + ..., s = u[n+1] - u[n], has third-order constants
Psi[l,m,n] = d3V/du_l du_m du_n whose nonzero entries with first index 0 are
  Psi[0,0,1] = Psi[0,1,0] = +g,    Psi[0,1,1] = -g,
  Psi[0,0,-1] = Psi[0,-1,0] = -g,  Psi[0,-1,-1] = +g,
so that the single number g determines all of them.
Symbols: u displacement along the chain, s bond stretch, k and g second and
third derivatives of the bond energy, D and alpha Morse depth and inverse
width, a bond length, M atomic mass, T temperature.
Lengths are in angstrom and energies in eV unless a name says otherwise.
"""
import itertools
import numpy as np
import sympy as sp
import mpmath as mp
from scipy import constants as const
from scipy.integrate import quad
from scipy.optimize import brentq

# Signs of the claimed nonzero constants Psi[0, i, j] in units of g
SIGNS = {(0, 1): 1, (1, 0): 1, (1, 1): -1,
         (0, -1): -1, (-1, 0): -1, (-1, -1): 1}


def claimed_tensor(size, g_value):
    tensor = np.zeros((size, size, size))
    for n in range(size):
        for (i, j), sign in SIGNS.items():
            tensor[n, (n + i) % size, (n + j) % size] += sign * g_value
    return tensor


# Model inputs
D, alpha, a = 2.3, 1.5, 2.35
mass_u, T = 28.085, 300.0


def morse(s):
    return D * (np.exp(-2 * alpha * s) - 2 * np.exp(-alpha * s))


def dphi(s, order):
    return D * ((-2 * alpha) ** order * np.exp(-2 * alpha * s)
                - 2 * (-alpha) ** order * np.exp(-alpha * s))


# Derivatives of the bond energy against numerical differentiation
mp.mp.dps = 40
for order in range(1, 6):
    for point in (0.0, 0.2):
        numeric = mp.diff(lambda x: D * (mp.exp(-2 * alpha * x)
                                         - 2 * mp.exp(-alpha * x)),
                          point, order)
        assert abs(float(numeric) - dphi(point, order)) < 1e-7

k, g, h = dphi(0, 2), dphi(0, 3), dphi(0, 4)

# Full third-derivative tensor of a ring and of an open chain, symbolically
Ds, als = sp.symbols("D alpha", positive=True)
N = 5
us = sp.symbols("u0:%d" % N)


def symbolic_tensor(closed):
    bonds = N if closed else N - 1
    energy = sum(Ds * (sp.exp(-2 * als * (us[(n + 1) % N] - us[n]))
                       - 2 * sp.exp(-als * (us[(n + 1) % N] - us[n])))
                 for n in range(bonds))
    zero = {u: 0 for u in us}
    unit = -6 * Ds * als ** 3
    result = np.zeros((N, N, N))
    for triple in itertools.combinations_with_replacement(range(N), 3):
        third = sp.diff(energy, *[us[i] for i in triple]).subs(zero)
        ratio = sp.simplify(third / unit)
        assert ratio.is_number
        for p in set(itertools.permutations(triple)):
            result[p] = float(ratio)
    return result


ring = symbolic_tensor(True)
assert np.array_equal(ring, claimed_tensor(N, 1.0))
nonzero_count = int(np.count_nonzero(ring))
assert nonzero_count == 6 * N
chain = symbolic_tensor(False)
assert chain[0, 0, 0] == -1 and chain[-1, -1, -1] == 1
assert all(chain[i, i, i] == 0 for i in range(1, N - 1))


# Free parameters left by translation, index exchange and rigid-shift rules
def canonical(triple):
    ordered = sorted(triple)
    return tuple(x - ordered[0] for x in ordered)


def free_solutions(span, mirror):
    keys = [(0, i, j) for i in range(span + 1) for j in range(i, span + 1)]
    rows = []
    for d in range(span + 1):
        row = [0] * len(keys)
        for m in range(d - span, span + 1):
            row[keys.index(canonical((0, d, m)))] += 1
        rows.append(row)
    if mirror:
        for key in keys:
            row = [0] * len(keys)
            row[keys.index(key)] += 1
            row[keys.index(canonical([-x for x in key]))] += 1
            rows.append(row)
    return sp.Matrix(rows).nullspace()


near = free_solutions(1, False)
near_mirror = free_solutions(1, True)
wide = free_solutions(2, False)
wide_mirror = free_solutions(2, True)
assert len(near) == 1 and len(near_mirror) == 1
assert near[0][0] == 0 and near[0][1] == -near[0][2] != 0
assert len(wide) == 3 and len(wide_mirror) == 2


# Constants recovered from forces after moving one atom both ways
def forces(u):
    pull = dphi(np.roll(u, -1) - u, 1)
    return pull - np.roll(pull, 1)


def ring_energy(u):
    return np.sum(morse(np.roll(u, -1) - u))


size, centre, d = 7, 3, 0.01
shift = np.zeros(size)
shift[centre] = d
for atom in range(size):
    probe = np.zeros(size)
    probe[atom] = 1e-5
    slope = (ring_energy(shift + probe) - ring_energy(shift - probe)) / 2e-5
    assert abs(forces(shift)[atom] + slope) < 1e-7
force_plus, force_minus = forces(shift), forces(-shift)
# Adding 0.0 turns a negative zero into a plain zero
measured = -(force_plus + force_minus) / d ** 2 + 0.0
expected = claimed_tensor(size, g)[:, centre, centre]
# The remaining error is of relative order (alpha d)^2
assert np.allclose(measured, expected, atol=1e-3 * abs(g))

# Cubic energy from the constants against the odd part of the full energy
pattern = np.array([0.0, 1.0, 0.3, -0.5, 0.2])
eps = 0.01
odd_part = (ring_energy(eps * pattern) - ring_energy(-eps * pattern)) / 2
cubic = np.einsum("lmn,l,m,n->", claimed_tensor(N, g),
                  *([eps * pattern] * 3)) / 6
assert abs(odd_part / cubic - 1) < 1e-3

# Quantum thermal bond stretch: mode integral for a long chain against the
# middle bond of an open chain, whose total length is free to fluctuate
eV, ang = const.e, const.angstrom
M = mass_u * const.atomic_mass
k_si = k * eV / ang ** 2
w_max = 2 * np.sqrt(k_si / M)


def mode_variance(w):
    x = const.hbar * w / (2 * const.k * T)
    return const.hbar / (2 * M * w) / np.tanh(x)


def integrand(theta):
    sine = np.sin(theta / 2)
    return 4 * sine ** 2 * mode_variance(w_max * sine) / np.pi


s2 = quad(integrand, 0, np.pi, epsabs=0, epsrel=1e-10)[0] / ang ** 2
L = 40
dynamical = 2 * np.eye(L) - np.eye(L, k=1) - np.eye(L, k=-1)
dynamical[0, 0] = dynamical[-1, -1] = 1
w2, modes = np.linalg.eigh(dynamical)
w2 = w2 * k_si / M
mid = L // 2
# Mode 0 is the rigid shift, which stretches no bond
s2_direct = sum(mode_variance(np.sqrt(w2[j]))
                * (modes[mid, j] - modes[mid - 1, j]) ** 2
                for j in range(1, L)) / ang ** 2
assert abs(s2_direct / s2 - 1) < 1e-6
s_rms = np.sqrt(s2)
s_classical = np.sqrt(const.k * T / eV / k)
cubic_ratio = abs(g) * s_rms / (3 * k)
quartic_ratio = h * s_rms / (4 * abs(g))

# Mean stretch formula, tested on a cold classical bond by quadrature
kT_cold = const.k * 30.0 / eV
grid = np.linspace(-0.3, 0.3, 20001)
weight = np.exp(-(morse(grid) - morse(0.0)) / kT_cold)
mean_cold = np.sum(grid * weight) / np.sum(weight)
# Next-order terms are a few times alpha^2 kT/k, below one percent here
assert abs(mean_cold / (-g * (kT_cold / k) / (2 * k)) - 1) < 0.01
s_mean = -g * s2 / (2 * k)
expansion_change = dphi(s_mean, 3) / g - 1
fifth_change = dphi(0, 5) * s2 / 2 / g

# Second-neighbour bonds with the same Morse tail
a_relaxed = brentq(lambda r: dphi(r - a, 1) + 2 * dphi(2 * r - a, 1),
                   0.8 * a, 1.1 * a)


def energy_per_atom(r):
    return morse(r - a) + morse(2 * r - a)


assert energy_per_atom(a_relaxed) < min(energy_per_atom(a_relaxed - 0.01),
                                        energy_per_atom(a_relaxed + 0.01))
g_relaxed = dphi(a_relaxed - a, 3)
g_second = dphi(2 * a_relaxed - a, 3)

# Transverse motion: mixed third derivative of one bond at zero tension
x, y, r0 = sp.symbols("x y r0", positive=True)
length = sp.sqrt(x ** 2 + y ** 2)
bond = Ds * (sp.exp(-2 * als * (length - r0)) - 2 * sp.exp(-als * (length - r0)))
mixed = sp.diff(bond, x, y, y).subs(y, 0).subs(x, r0)
mixed_value = float(mixed.subs({Ds: D, als: alpha, r0: a}))
assert abs(mixed_value - k / a) < 1e-9

print(f"Morse depth D = {D:.2f} eV")
print(f"Morse inverse width alpha = {alpha:.2f} 1/angstrom")
print(f"bond length a = {a:.2f} angstrom")
print(f"atomic mass = {mass_u:.3f} u")
print(f"temperature = {T:.0f} K")
print(f"k = {k:.3f} eV/angstrom^2")
print(f"g = {g:.3f} eV/angstrom^3")
print(f"g converted = {g * eV / ang ** 3:.3e} N/m^2")
table = claimed_tensor(size, g)
for i, j in SIGNS:
    value = table[centre, centre + i, centre + j]
    print(f"Psi[0,{i},{j}] = {value:+.3f} eV/angstrom^3")
print(f"ring of {N} atoms: nonzero entries = {nonzero_count} of {N ** 3}")
print(f"open chain, left end on-site constant / g = {chain[0, 0, 0]:+.0f}")
print(f"open chain, right end on-site constant / g = {chain[-1, -1, -1]:+.0f}")
print(f"free parameters, one-bond range = {len(near)}")
print(f"free parameters, two-bond range = {len(wide)}")
print(f"free parameters, two-bond range with mirror = {len(wide_mirror)}")
print(f"trial displacement d = {d:.3f} angstrom")
for offset in (-1, 0, 1):
    i = centre + offset
    print(f"atom {offset:+d}: F(+d) = {force_plus[i]:+.6f}, "
          f"F(-d) = {force_minus[i]:+.6f} eV/angstrom")
    print(f"  Psi[{offset},0,0] from forces = "
          f"{measured[i]:+.3f} eV/angstrom^3")
print(f"odd energy / cubic energy in test pattern = {odd_part / cubic:.6f}")
print(f"largest phonon energy = {const.hbar * w_max / eV * 1000:.1f} meV")
print(f"rms bond stretch, quantum = {s_rms:.4f} angstrom")
print(f"rms bond stretch, classical = {s_classical:.4f} angstrom")
print(f"cubic/harmonic energy at rms stretch = {100 * cubic_ratio:.1f} %")
print(f"fourth derivative of bond energy = {h:.1f} eV/angstrom^4")
print(f"quartic/cubic energy at rms stretch = {100 * quartic_ratio:.1f} %")
print(f"mean thermal stretch = {s_mean:.4f} angstrom")
print(f"change of |g| by that stretch = {100 * expansion_change:+.1f} %")
print(f"change of |g| by fifth-order average = {100 * fifth_change:+.1f} %")
print(f"spacing with second neighbours = {a_relaxed:.4f} angstrom")
print(f"g at that spacing = {g_relaxed:.3f} eV/angstrom^3")
print(f"change of |g| by that spacing = {100 * (g_relaxed / g - 1):+.1f} %")
print(f"second-neighbour cubic constant = {g_second:+.3f} eV/angstrom^3")
print(f"transverse bond constant k/a = {mixed_value:.3f} eV/angstrom^3")
print(f"transverse constant / |g| = {100 * mixed_value / abs(g):.1f} %")
print("done: every assertion held")
```

Printed output:

```
Morse depth D = 2.30 eV
Morse inverse width alpha = 1.50 1/angstrom
bond length a = 2.35 angstrom
atomic mass = 28.085 u
temperature = 300 K
k = 10.350 eV/angstrom^2
g = -46.575 eV/angstrom^3
g converted = -7.462e+12 N/m^2
Psi[0,0,1] = -46.575 eV/angstrom^3
Psi[0,1,0] = -46.575 eV/angstrom^3
Psi[0,1,1] = +46.575 eV/angstrom^3
Psi[0,0,-1] = +46.575 eV/angstrom^3
Psi[0,-1,0] = +46.575 eV/angstrom^3
Psi[0,-1,-1] = -46.575 eV/angstrom^3
ring of 5 atoms: nonzero entries = 30 of 125
open chain, left end on-site constant / g = -1
open chain, right end on-site constant / g = +1
free parameters, one-bond range = 1
free parameters, two-bond range = 3
free parameters, two-bond range with mirror = 2
trial displacement d = 0.010 angstrom
atom -1: F(+d) = +0.101198, F(-d) = -0.105856 eV/angstrom
  Psi[-1,0,0] from forces = +46.579 eV/angstrom^3
atom +0: F(+d) = -0.207054, F(-d) = +0.207054 eV/angstrom
  Psi[0,0,0] from forces = +0.000 eV/angstrom^3
atom +1: F(+d) = +0.105856, F(-d) = -0.101198 eV/angstrom
  Psi[1,0,0] from forces = -46.579 eV/angstrom^3
odd energy / cubic energy in test pattern = 1.000079
largest phonon energy = 78.5 meV
rms bond stretch, quantum = 0.0580 angstrom
rms bond stretch, classical = 0.0500 angstrom
cubic/harmonic energy at rms stretch = 8.7 %
fourth derivative of bond energy = 163.0 eV/angstrom^4
quartic/cubic energy at rms stretch = 5.1 %
mean thermal stretch = 0.0076 angstrom
change of |g| by that stretch = -2.6 %
change of |g| by fifth-order average = +1.9 %
spacing with second neighbours = 2.3109 angstrom
g at that spacing = -53.365 eV/angstrom^3
change of |g| by that spacing = +14.6 %
second-neighbour cubic constant = +0.446 eV/angstrom^3
transverse bond constant k/a = 4.404 eV/angstrom^3
transverse constant / |g| = 9.5 %
done: every assertion held
```
